# Carrier density in parabolic bands and the failure of Boltzmann statistics

## Definitions and conventions

A conduction band has its minimum energy \(E_c\) at \(M\) equivalent points of the Brillouin zone. Near each of these valleys, with the wavevector \(\mathbf k\) measured from the minimum and resolved along the principal axes,

\[
E=E_c+\varepsilon,\qquad
\varepsilon=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_1}+\frac{k_2^2}{m_2}+\frac{k_3^2}{m_3}\right).
\]

The density-of-states mass of one valley is \(m_d=(m_1m_2m_3)^{1/3}\). The number \(M\) is kept separate from it. Each orbital state holds two electrons of opposite spin.

The electrons are treated as independent and in equilibrium at temperature \(T\), with Fermi level \(E_F\). A one-electron state is either empty, with weight 1, or filled, with weight \(e^{-(E-E_F)/kT}\). Its mean occupancy is therefore the filled weight divided by the sum of the two:

\[
f=\frac{e^{-(E-E_F)/kT}}{1+e^{-(E-E_F)/kT}}=\frac{1}{1+e^{x-\eta}},
\qquad x=\frac{\varepsilon}{kT},\quad \eta=\frac{E_F-E_c}{kT}.
\]

Here \(k\) without a subscript or vector sign, in the product \(kT\), is Boltzmann's constant. Positive \(\eta\) means that the Fermi level lies inside the band. "Degeneracy" below refers to high occupancy of states, not to the number of valleys.

The result to be derived is

\[
n=N_cF(\eta),\qquad
N_c=2M\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},\qquad
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}. \tag{1}
\]

\(F\) is the Fermi-Dirac integral of order one half, normalized so that \(F\to e^\eta\) when \(\eta\to-\infty\). \(N_c\) is the effective density of states. The density \(n\) counts free electrons. It equals the donor density if the donors are fully ionized and uncompensated and holes are negligible; in general the two differ.

## First derivation: counting states in energy

Let the crystal be a large cube of volume \(V\) with periodic boundary conditions. The allowed wavevectors form a lattice with one point per volume \((2\pi)^3/V\). In one valley, the states with energy below \(E_c+\varepsilon\) fill an ellipsoid with semi-axes \(\sqrt{2m_i\varepsilon}/\hbar\), whose volume is

\[
\frac{4\pi}{3}\prod_{i=1}^3\frac{\sqrt{2m_i\varepsilon}}{\hbar}
=\frac{4\pi}{3}\left(\frac{2m_d\varepsilon}{\hbar^2}\right)^{3/2}.
\]

The orientation of the ellipsoid does not affect its volume, so all valleys contribute equally. Multiplying by \(2M\) for spin and valleys and by \(V/(2\pi)^3\) for the density of lattice points, then dividing by \(V\), gives the number of states per volume:

\[
\mathcal N(\varepsilon)=\frac{2M}{8\pi^3}\,\frac{4\pi}{3}\left(\frac{2m_d\varepsilon}{\hbar^2}\right)^{3/2}
=\frac{M}{3\pi^2}\left(\frac{2m_d\varepsilon}{\hbar^2}\right)^{3/2}. \tag{2}
\]

Its derivative is the density of states,

\[
g(\varepsilon)=\frac{d\mathcal N}{d\varepsilon}
=\frac{M}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\sqrt\varepsilon .
\]

The electron density is the integral of \(g f\). The upper limit may be set to infinity if the Fermi factor has become negligible before the real band departs from its parabolic form. With \(\varepsilon=kTx\), the factor \(\sqrt\varepsilon\,d\varepsilon\) becomes \((kT)^{3/2}\sqrt x\,dx\), so

\[
n=\frac{M}{2\pi^2}\left(\frac{2m_dkT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
\]

To bring out \(N_c\), write \(2m_dkT/\hbar^2=4\pi\,(m_dkT/2\pi\hbar^2)\). Since \((4\pi)^{3/2}=8\pi^{3/2}\), the prefactor is

\[
\frac{M}{2\pi^2}\,8\pi^{3/2}\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}
=\frac{4M}{\sqrt\pi}\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}
=\frac{2}{\sqrt\pi}N_c ,
\]

which is equation (1).

## Second derivation: a sum of Boltzmann gases

This route uses no density of states. Put \(z=e^\eta\) and suppose first that \(\eta<0\), so that \(z<1\). Then \(ze^{-x}<1\) for every state, and the occupancy is a convergent geometric series:

\[
f=\frac{ze^{-x}}{1+ze^{-x}}=\sum_{s=1}^\infty(-1)^{s+1}z^se^{-sx}.
\]

Each term is a Boltzmann factor at the temperature \(T/s\). In a large crystal the sum over wavevectors, divided by \(V\), becomes \(\int d^3k/(2\pi)^3\), and this integral splits into three Gaussian integrals. Using \(\int_{-\infty}^{\infty}e^{-ak^2}dk=\sqrt{\pi/a}\) with \(a=s\hbar^2/(2m_ikT)\),

\[
\int_{-\infty}^\infty\frac{dk_i}{2\pi}\,e^{-s\hbar^2k_i^2/(2m_ikT)}
=\frac1{2\pi}\sqrt{\frac{2\pi m_ikT}{s\hbar^2}}
=\sqrt{\frac{m_ikT}{2\pi\hbar^2s}} .
\]

The product over the three axes is \(s^{-3/2}(m_dkT/2\pi\hbar^2)^{3/2}\). With the factor \(2M\),

\[
n=N_c\sum_{s=1}^\infty(-1)^{s+1}\frac{z^s}{s^{3/2}}\qquad(\eta<0). \tag{3}
\]

Summation and integration may be exchanged because the series of absolute values, \(\sum z^s/s^{3/2}\), converges.

To recognize \(F\), use

\[
\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-sx}dx=\frac1{s^{3/2}}. \tag{4}
\]

This follows from the substitution \(sx=t^2\), which turns the integral into \(s^{-3/2}\int_0^\infty2t^2e^{-t^2}dt=s^{-3/2}\sqrt\pi/2\). Inserting (4) in (3) and summing the geometric series under the integral restores \(1/(1+e^{x-\eta})\), and hence \(n=N_cF(\eta)\) for \(\eta<0\).

For \(\eta>0\) the terms of (3) eventually grow with \(s\) and the series diverges, but the identity it established survives. Consider the two functions

\[
2M\int\frac{d^3k}{(2\pi)^3}\,\frac1{1+e^{\varepsilon/kT-\eta}}
\qquad\text{and}\qquad N_cF(\eta)
\]

for complex \(\eta\). Their integrands have poles where \(\eta=x+i\pi(2j+1)\) with integer \(j\), so none lies in the strip \(|\mathrm{Im}\,\eta|<\pi\). Both integrals converge there and define analytic functions. They agree on the negative real axis, hence throughout the strip, which contains the whole real axis. Equation (1) thus holds for either sign of \(\eta\).

## What each derivation assumes

Both derivations assume independent electrons, equilibrium, parabolic valleys extended to infinite energy, and a crystal large enough for sums to become integrals. They differ in where these assumptions enter.

The first replaces a staircase count of levels by the smooth function (2). This is justified when the levels are dense on the scale \(kT\), over which \(f\) varies. The derivation needs the volume enclosed by a constant-energy surface, and no condition on \(\eta\). A nonparabolic band changes \(g\) and leaves the rest of the argument intact. For a Fermi level inside the band, the first derivation also covers zero temperature directly: all states below \(E_F\) are filled, so \(n=\mathcal N(E_F-E_c)\). The condition on the levels is then that the crystal be large enough for many of them to lie below \(E_F\).

The second replaces a sum by an integral separately for each Gaussian. The \(s\)-th Gaussian narrows as \(s^{-1/2}\), so the crystal edge must exceed \(\sqrt s\,\sqrt{2\pi\hbar^2/(m_ikT)}\). The agreement then improves very quickly: at twice this length, the sum along one axis matches its integral to within one part in \(10^5\). High \(s\) is the most demanding, but these terms carry the weight \(z^s\), and for fixed \(z<1\) their total is small. The method needs a band whose Boltzmann sum can be evaluated; here it is easy because the energy is a sum of squares. It starts from low occupancy and needs analytic continuation to reach a Fermi level inside the band. In return it displays Boltzmann statistics as the term \(s=1\), and the exclusion principle as the alternating terms that follow.

## The error at a given Fermi level

Boltzmann statistics replaces \(f\) by \(e^{\eta-x}\), giving \(n_B=N_ce^\eta\). Define the ratio

\[
r(\eta)=\frac{n_B}{n}=\frac{e^\eta}{F(\eta)} .
\]

The factor \(N_c\) cancels, so \(r\) depends on \(\eta\) alone. The masses and the valley number matter only when \(\eta\) is fixed by a given density. Bounds on \(F\) follow from setting \(y=e^{\eta-x}\) and writing

\[
f=\frac{y}{1+y}=y-\frac{y^2}{1+y},\qquad 0<\frac{y^2}{1+y}<y^2 .
\]

Integrating with (4) for \(s=1\) and \(s=2\) gives, for every real \(\eta\),

\[
e^\eta-\frac{e^{2\eta}}{\sqrt8}<F(\eta)<e^\eta . \tag{5}
\]

Hence \(r>1\): at fixed Fermi level, Boltzmann statistics overestimates the density. For small \(z\), dividing \(z\) by series (3) gives

\[
r-1=\frac{z}{\sqrt8}+\left(\frac18-\frac1{3\sqrt3}\right)z^2+O(z^3). \tag{6}
\]

The growth of the error has a direct meaning. Since \(\partial f/\partial\eta=f(1-f)\),

\[
\frac{d\ln r}{d\eta}=1-\frac{\int_0^\infty\sqrt x\,f(1-f)\,dx}{\int_0^\infty\sqrt x\,f\,dx}
=\frac{\int_0^\infty\sqrt x\,f^2dx}{\int_0^\infty\sqrt x\,f\,dx}\equiv\langle f\rangle . \tag{7}
\]

The weight \(\sqrt x\,f\) is the distribution of the electrons present, so \(\langle f\rangle\) is the occupancy of a state averaged over those electrons. It is positive, so \(r\) rises steadily with \(\eta\). There is no sharp threshold at which Boltzmann statistics fails.

At the band edge, \(\eta=0\), series (3) still converges and gives \(F(0)\) by continuity. An alternating sum equals the full sum minus twice its even terms:

\[
F(0)=\zeta(\tfrac32)-2\sum_{j=1}^\infty\frac1{(2j)^{3/2}}
=\left(1-\frac1{\sqrt2}\right)\zeta(\tfrac32)=0.7651,
\]

where \(\zeta(\tfrac32)=\sum_{s\ge1}s^{-3/2}\). Thus \(r(0)=1/0.7651=1.307\): with the Fermi level at the band edge, the Boltzmann density is 30.7% above the Fermi-Dirac density.

## The strongly degenerate limit

For \(\eta\gg1\), integrate by parts, using \(\int\sqrt x\,dx=\tfrac23x^{3/2}\):

\[
\int_0^\infty\sqrt x\,f\,dx=\int_0^\infty\frac23x^{3/2}\left(-\frac{\partial f}{\partial x}\right)dx .
\]

The function \(-\partial f/\partial x\) is a peak of unit area, symmetric about \(x=\eta\) and a few units wide. Extending its lower tail to \(-\infty\) costs an exponentially small error. With \(v=x-\eta\), its second moment is

\[
\int_{-\infty}^\infty\frac{v^2e^{v}}{(1+e^{v})^2}dv
=2\sum_{s=1}^\infty(-1)^{s+1}s\int_0^\infty v^2e^{-sv}dv
=4\sum_{s=1}^\infty\frac{(-1)^{s+1}}{s^2}=\frac{\pi^2}{3}.
\]

Expand \(\tfrac23x^{3/2}\) about \(\eta\). The linear term vanishes by symmetry. The second derivative is \(\tfrac12\eta^{-1/2}\), so the quadratic term contributes \(\tfrac12\cdot\tfrac12\eta^{-1/2}\cdot\pi^2/3=\pi^2\eta^{-1/2}/12\). Therefore

\[
F(\eta)\simeq\frac{4}{3\sqrt\pi}\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}\right), \tag{8}
\]

with a relative remainder of order \(\eta^{-4}\) from the fourth derivative. The leading term times \(N_c\) is \(\mathcal N(E_F-E_c)\), in which temperature has cancelled. The true density follows a power law while \(n_B\) grows exponentially, so \(r\simeq(3\sqrt\pi/4)\,e^\eta\eta^{-3/2}\).

## The error at a given density

In a doped layer the density is often the known quantity. Let \(u=n/N_c=F(\eta)\). Boltzmann statistics assigns \(\eta_B=\ln u\), and the error is

\[
\eta-\eta_B=\ln\frac{e^\eta}{F(\eta)}=\ln r. \tag{9}
\]

The Fermi level is therefore placed too low by \(kT\ln r\). The shift is not bounded: for \(u\gg1\) the leading term of (8) gives \(\eta\simeq(3\sqrt\pi\,u/4)^{2/3}\), which outgrows \(\eta_B=\ln u\).

For small \(u\) the shift follows by inverting (3). Write \(u=z-az^2+bz^3+\dots\), with \(a=1/\sqrt8\) and \(b=1/(3\sqrt3)\), and try \(z=u+c_2u^2+c_3u^3+\dots\). The coefficients of \(u^2\) and \(u^3\) must vanish:

\[
c_2-a=0,\qquad c_3-2ac_2+b=0,
\]

so \(c_2=a\) and \(c_3=2a^2-b\). Taking the logarithm, \(\eta=\ln u+au+(c_3-a^2/2)u^2+O(u^3)\), or

\[
\eta=\ln u+\frac{u}{\sqrt8}+\left(\frac3{16}-\frac{\sqrt3}{9}\right)u^2+O(u^3). \tag{10}
\]

## Holes and the mass-action product

For one isotropic valence maximum at \(E_v\) with mass \(m_h\), let \(\varepsilon_h=E_v-E\). The probability that a state is empty is

\[
1-f=\frac1{1+e^{(E_F-E)/kT}}=\frac1{1+e^{\varepsilon_h/kT-\eta_p}},\qquad
\eta_p=\frac{E_v-E_F}{kT}.
\]

This has the same form as the electron occupancy, so \(p=N_vF(\eta_p)\), with \(N_v=2(m_hkT/2\pi\hbar^2)^{3/2}\). If the gap is \(E_g=E_c-E_v\), then \(\eta_p=-E_g/kT-\eta\). In n-type wide-gap material this is large and negative, and \(F(\eta_p)\simeq e^{\eta_p}\). Hence

\[
np\simeq N_cN_ve^{-E_g/kT}\,F(\eta)e^{-\eta}=\frac{n_i^2}{r(\eta)},\qquad
n_i^2\simeq N_cN_ve^{-E_g/kT}. \tag{11}
\]

The expression for the intrinsic density \(n_i\) holds because both carriers are nondegenerate in the undoped wide-gap crystal. The product \(np\) is thus smaller than \(n_i^2\) by the factor \(r\), even in equilibrium and with an unchanged gap. The reduction is slight at low occupancy and becomes large when the electrons are degenerate. This is the effect of statistics alone. In a real heavily doped crystal the gap also narrows, which raises \(np\), and the shift can match or exceed \(kT\ln r\). As a rough scale, take the model of the worked example below with an isotropic mass \(m_d\) and a relative permittivity of 10. At \(\eta=2\), unscreened exchange among the electrons then lowers the band edge by about 60 meV, while \(kT\ln r\) is 25 meV. Equation (11) therefore does not by itself fix whether \(np\) lies below or above the \(n_i^2\) of the undoped crystal.

## A worked example

Take a model semiconductor with three valleys, masses 0.3, 0.4 and 0.6 in units of the free-electron mass \(m_0\), hole mass \(1.0\,m_0\), gap 3.3 eV and \(T=300\) K. Then \(kT=25.85\) meV and \(m_d=(0.072)^{1/3}m_0=0.416\,m_0\). For the unit hole mass \(N_v=2.509\times10^{19}\ \mathrm{cm^{-3}}\), so

\[
N_c=3\sqrt{0.072}\;N_v=2.020\times10^{19}\ \mathrm{cm^{-3}} .
\]

The following values use numerical quadrature for \(F\) and \(\langle f\rangle\). Densities are in \(\mathrm{cm^{-3}}\), and the excess is \(r-1\).

| \(\eta\) | \(n\) | \(n_B\) | excess | \(\langle f\rangle\) |
|---|---|---|---|---|
| −4 | 3.68×10¹⁷ | 3.70×10¹⁷ | 0.65% | 0.006 |
| −2 | 2.61×10¹⁸ | 2.73×10¹⁸ | 4.7% | 0.044 |
| 0 | 1.55×10¹⁹ | 2.02×10¹⁹ | 30.7% | 0.209 |
| 2 | 5.70×10¹⁹ | 1.49×10²⁰ | 162% | 0.481 |
| 5 | 1.79×10²⁰ | 3.00×10²¹ | 1580% | 0.720 |

At \(\eta=0\) the mean occupancy is 0.209, although a state at the band edge is half filled: most electrons sit higher, where states are emptier. At \(\eta=5\) the Fermi level is 129 meV above the edge, and the Boltzmann density is nearly 17 times too large. Equation (8) gives \(F(5)=8.825\) against 8.844 by quadrature, 0.2% low.

Solving \(r-1=\delta\) numerically locates the Fermi level for a chosen tolerance \(\delta\). The excess reaches 1% at \(\eta=-3.56\), 5% at \(-1.93\) and 10% at \(-1.21\). The corresponding densities are \(5.7\times10^{17}\), \(2.8\times10^{18}\) and \(5.5\times10^{18}\ \mathrm{cm^{-3}}\). The first term of (6) predicts \(\eta=\ln(\sqrt8\,\delta)\), which is \(-3.57\), \(-1.96\) and \(-1.26\). These estimates are slightly low because the next coefficient in (6) is negative, so a somewhat larger \(z\) is needed.

For given densities, a numerical solution of \(F(\eta)=n/N_c\) shows how much lower the Boltzmann Fermi level lies:

- At \(10^{18}\ \mathrm{cm^{-3}}\), by 0.45 meV.
- At \(10^{19}\ \mathrm{cm^{-3}}\), by 4.5 meV.
- At \(n=N_c\), by 9.0 meV.
- At \(10^{20}\ \mathrm{cm^{-3}}\), by 42.5 meV.

At \(n=N_c\), equation (10) gives \(\eta=0.3486\), against the numerical 0.3487. At \(10^{20}\ \mathrm{cm^{-3}}\), where \(u=4.95\) is no longer small, it gives 3.228 against 3.244.

Heating raises the density at which the Fermi level meets the band edge, because \(N_c\propto T^{3/2}\). That density is \(1.55\times10^{19}\ \mathrm{cm^{-3}}\) at 300 K and \(2^{3/2}\) times larger, \(4.37\times10^{19}\ \mathrm{cm^{-3}}\), at 600 K. With masses and free-electron density fixed, a hotter device is therefore less degenerate.

At 300 K the intrinsic density is \(4.30\times10^{-9}\ \mathrm{cm^{-3}}\). For \(\eta=2\), \(np/n_i^2=0.382=1/2.617\). The hole density is \(1.24\times10^{-37}\ \mathrm{cm^{-3}}\), whereas \(n_i^2/n\) would give \(3.24\times10^{-37}\ \mathrm{cm^{-3}}\). Such a value is a statistical average, far below one hole in any device. Injection or light would replace it, and the equilibrium relation would then no longer apply.

These numbers belong to the parabolic model. At high density the band may cease to be parabolic over the occupied range, and interactions and dopant disorder can shift or smear its edge. Equation (1) then needs a different density of states or a shifted \(E_c\). Fermi-Dirac statistics alone does not supply those corrections.

Numbers in the example were calculated in double precision.
